\section*{Constrained RPA and the Hubbard U, tested by exact downfolding}

\section{Three values for one repulsion}

Two electrons placed on a certain orbital $d$ repel each other with a bare energy of $6.00$ eV. If all electrons of the model are allowed to screen, the random-phase approximation (RPA) lowers this to $2.56$ eV. If the electrons of the $d$ orbitals themselves are barred from screening, it gives $4.67$ eV. In the exact solution of the same model, the charge excitation lies $4.38$ eV above the lowest triplet state, where a Hubbard model of the $d$ orbitals puts it at $U$. Of the two screened numbers, the one with less screening is thus the better Hubbard $U$. This section derives the relation between the screened interactions and finds the origin of the remaining error.

The algebra is in atomic units and the numbers are in eV. Orbitals are real, the temperature is zero, and the interaction couples only densities:
\begin{equation}
H_{\rm int}=\tfrac12\sum_{ij}v_{ij}(n_i-1)(n_j-1),\qquad n_i=n_{i\uparrow}+n_{i\downarrow}.
\label{hint}
\end{equation}
The $-1$ describes a neutralizing background. Since $n_i^2=n_i+2n_{i\uparrow}n_{i\downarrow}$, the term $i=j$ equals $v_{ii}n_{i\uparrow}n_{i\downarrow}$ plus a level shift and a constant, which is the usual Hubbard repulsion.

\section{Polarization and the constrained identity}

Let a weak potential $\phi_j(t)$ act on independent electrons. An occupied orbital $o$ acquires an amplitude $c$ in an empty orbital $u$ that lies higher by $\varepsilon$. With the orbital product $\rho_i=\psi_o(i)\psi_u(i)$ and $f=\sum_j\rho_j\phi_j$, first-order perturbation theory reads $i\dot c=\varepsilon c+f$. Set $c=(x+iy)/2$. The real and imaginary parts are
\begin{equation}
-\dot y=\varepsilon x+2f,\qquad \dot x=\varepsilon y
\quad\Rightarrow\quad \ddot x=-\varepsilon^2x-2\varepsilon f .
\end{equation}
For a drive at frequency $\omega$, $x=-2\varepsilon f/(\varepsilon^2-\omega^2)$. The density change per spin is $\rho_i\,2\,{\rm Re}\,c=\rho_i x$. Two spins double it, and at imaginary frequency $\omega^2\to-\omega^2$, so
\begin{equation}
P_{ij}(i\omega)=-4\sum_{\rm transitions}\frac{\varepsilon\,\rho_i\rho_j}{\varepsilon^2+\omega^2}.
\label{P}
\end{equation}

The screened interaction $W$ is the total potential caused by a unit test charge: the bare potential $v$ plus that of the induced density $PW$,
\begin{equation}
W=v+vPW .
\label{dyson}
\end{equation}
Choose a set of target states. Let $P_d$ contain the transitions from one target state to another, and let $P_r$ contain all the rest, including those between target and other states. Then $P=P_d+P_r$. The constrained interaction is screened by $P_r$ alone:
\begin{equation}
W_r=v+vP_rW_r\quad\Rightarrow\quad W_r=(1-vP_r)^{-1}v .
\label{wr}
\end{equation}
Insert the split into (\ref{dyson}) and move the term with $P_r$ to the left:
\begin{equation}
(1-vP_r)W=v+vP_dW .
\end{equation}
Multiplication from the left by $(1-vP_r)^{-1}$ turns each $v$ on the right into $W_r$, by (\ref{wr}):
\begin{equation}
W=W_r+W_rP_dW\quad\Rightarrow\quad
W=(1-W_rP_d)^{-1}W_r .
\label{identity}
\end{equation}
This is the meaning of the shorthand $W_r/(1-W_rP_d)$. Because $(1-W_rP_d)W_r=W_r(1-P_dW_r)$, an equivalent form is $W=W_r(1-P_dW_r)^{-1}$. The order of the matrices matters. On a six-orbital chain with mixing between target and other orbitals, (\ref{identity}) was tested at three imaginary frequencies against a $W$ built from the eigenmodes of the full RPA response, and it agreed within $10^{-9}$ eV. The misordered product $W_r(1-W_rP_d)^{-1}$ was wrong by up to $2.5$ eV.

Equation (\ref{identity}) needs only an additive split of $P$ and the existence of the inverses. It holds at each frequency and does not require $P$ to come from (\ref{P}). The approximations enter when $P$ is taken from independent particles and when the static $W_r$ is used as a Hubbard interaction.

The identity also says which interaction belongs in a model of the target states. Such a model contains the target transitions and will screen by itself. Treated in RPA with the frequency-dependent $W_r(i\omega)$ as its interaction, it returns the full $W$ at each frequency; with the static $W_r$ it does so only at $\omega=0$. If $W$ were inserted instead, and the matrices are invertible, the result $W'$ would obey
\begin{equation}
W'^{-1}=W^{-1}-P_d=W_r^{-1}-2P_d ,
\end{equation}
so that the target polarization is counted twice. On the imaginary axis $-P_d$ and $-P_r$ have no negative eigenvalues. For positive definite $v$, the relations $W_r^{-1}=v^{-1}-P_r$ and $W^{-1}=W_r^{-1}-P_d$ then order the diagonal elements as $W_{ii}\le (W_r)_{ii}\le v_{ii}$, because inversion reverses the ordering of positive definite matrices.

\section{A three-orbital cell in constrained RPA}

The cell has a target orbital $d$ and a screening pair $a,b$, which holds two electrons and has hopping $-\tau$. No electron hops between $d$ and the pair. The parameters are round model values: $v_{dd}=v_{aa}=v_{bb}=6$, $v_{da}=5$, $v_{db}=1$, $v_{ab}=3$ and $\tau=3$ eV. Two combinations matter:
\begin{equation}
g=v_{da}-v_{db}=4\ {\rm eV},\qquad K=v_{aa}-v_{ab}=3\ {\rm eV}.
\end{equation}
With $q=n_d-1$ and $m=n_a-1=-(n_b-1)$, (\ref{hint}) becomes
\begin{equation}
H_{\rm int}=\tfrac12v_{dd}q^2+g\,q\,m+K m^2 .
\label{cell}
\end{equation}
Thus $g$ is the force with which a $d$ charge polarizes the pair, and $K$ is the repulsion that opposes the polarization.

The pair has a bonding level at $-\tau$ and an antibonding level at $+\tau$. The single transition has energy $\Delta=2\tau$ and orbital product $\rho=\tfrac12u$, where $u=(0,1,-1)$ in the order $d,a,b$. By (\ref{P}),
\begin{equation}
P_r=-p\,uu^T,\qquad p=\frac{\Delta}{\Delta^2+\omega^2}.
\end{equation}
Then $W_r=v-p\,vu\,(u^TW_r)$. Multiplying by $u^T$ gives $u^TW_r=u^Tv/(1+p\,u^Tvu)$. Here $u^Tvu=2K$ and $(vu)_d=g$, so the $dd$ element is
\begin{equation}
U(i\omega)=v_{dd}-\frac{p\,g^2}{1+2pK}
=v_{dd}-\frac{g^2\Delta}{\omega^2+\Delta^2+2\Delta K}.
\label{uw}
\end{equation}
At high frequency the pair cannot follow and $U\to v_{dd}$. On the real axis $\omega^2$ changes sign and $U$ has a pole at $\sqrt{\Delta^2+2\Delta K}=\sqrt{72}=8.49$ eV, above the bare gap of $6$ eV. The static limit is
\begin{equation}
U_{\rm cRPA}=v_{dd}-\frac{g^2}{2\tau+2K}=6-\frac{16}{12}=4.667\ {\rm eV}\quad(0.1715\ {\rm hartree}).
\label{ucrpa}
\end{equation}

\section{Exact downfolding of the cell}

Since $d$ exchanges no electrons with the pair, $n_d$ is conserved. A downfolded model of $d$ alone has the energies $E_0$, $E_0+e$ and $E_0+2e+U$ for $n_d=0,1,2$. Matching them to the exact cell energies $E(n_d)$ gives
\begin{equation}
U_{\rm ex}=E(2)+E(0)-2E(1).
\label{uex}
\end{equation}

The ground state of the pair is a singlet. Its basis is the covalent state $|s\rangle$, with one electron on each orbital, and the ionic combinations $|\pm\rangle=(|aa\rangle\pm|bb\rangle)/\sqrt2$. Hopping takes $|s\rangle$ to $-\sqrt2\,\tau(|aa\rangle+|bb\rangle)=-2\tau|+\rangle$. The ionic states have $m=\pm1$, so by (\ref{cell}) they cost $K\pm gq$. In the basis $|s\rangle,|+\rangle,|-\rangle$,
\begin{equation}
H_{\rm pair}(q)=\begin{pmatrix}0&-2\tau&0\\-2\tau&K&gq\\0&gq&K\end{pmatrix}.
\label{hpair}
\end{equation}
Adding $\tfrac12v_{dd}q^2$ to its lowest eigenvalue gives $E(1)=-4.6847$ eV and $E(0)=E(2)=-2.4702$ eV, values confirmed by diagonalization in the full Fock space of the cell. Hence
\begin{equation}
U_{\rm ex}=2(-2.4702)+2(4.6847)=4.429\ {\rm eV}\quad(0.1628\ {\rm hartree}).
\end{equation}
Constrained RPA is $0.24$ eV too high, or $5\%$ of $U_{\rm ex}$. It finds a screening reduction of $1.33$ eV where the exact one is $1.57$ eV.

\section{Where the error comes from}

Two things separate $U_{\rm cRPA}$ from $U_{\rm ex}$: RPA approximates the linear response of the pair, and a full electron on $d$ is not a weak perturbation. To separate them, treat $g$ in (\ref{hpair}) to second order. For $q=0$ the lower eigenvalue and the weight of $|+\rangle$ in its state are
\begin{equation}
E_{\rm p}=\frac{K-R}{2},\qquad \sin^2\theta=\frac12\Bigl(1-\frac KR\Bigr),\qquad R=\sqrt{K^2+16\tau^2}.
\label{two}
\end{equation}
The perturbation connects this state only to $|-\rangle$, at energy $K$. The shift is $-g^2q^2\sin^2\theta/(K-E_{\rm p})$ with $K-E_{\rm p}=(R+K)/2$. It occurs for both $q=1$ and $q=-1$ in (\ref{uex}), so
\begin{equation}
U_{\rm lin}=v_{dd}-\frac{2g^2\sin^2\theta}{K-E_{\rm p}}
=v_{dd}-\frac{2g^2(R-K)}{R(R+K)} .
\label{ulin}
\end{equation}
In the example $U_{\rm lin}=4.423$ eV, only $0.006$ eV from $U_{\rm ex}$. At these parameters the error is therefore almost entirely one of the linear response. This does not make a full electron a weak perturbation in general. The difference $U_{\rm ex}-U_{\rm lin}$ obtained from (\ref{hpair}) happens to change sign near $K=3.2$ eV, and at $K=6$ eV it is $-0.035$ eV. At $K=0$ the lowest eigenvalue of (\ref{hpair}) is $-\sqrt{4\tau^2+g^2q^2}$, and the same $g$ gives $U_{\rm ex}=3.58$ eV but $U_{\rm lin}=3.33$ eV. This limit is formal: with $K=0$ and $g\neq0$ the matrix $v$ is no longer positive definite.

\subsection{Weak repulsion in the pair}

For $K\ll\tau$, $R=4\tau+O(K^2)$. To first order in $K$ the factors multiplying $g^2$ are
\begin{align}
\text{exact:}\quad&\frac2R\,\frac{R-K}{R+K}\simeq\frac1{2\tau}\Bigl(1-\frac{K}{2\tau}\Bigr),\\
\text{RPA:}\quad&\frac1{2\tau+2K}\simeq\frac1{2\tau}\Bigl(1-\frac{K}{\tau}\Bigr).
\end{align}
RPA doubles the effect of $K$. The reason appears when both electrons are placed in one orbital with mean polarization $\bar m$. Its kinetic energy is $-2\tau\sqrt{1-\bar m^2}\simeq-2\tau+\tau\bar m^2$. The Hartree energy, on which RPA rests, contains $K\bar m^2$. In the product state, however, the probabilities of $|aa\rangle$ and $|bb\rangle$ are $(1\pm\bar m)^2/4$, and
\begin{equation}
K\langle m^2\rangle=K\,\frac{(1+\bar m)^2+(1-\bar m)^2}{4}=\frac K2(1+\bar m^2).
\end{equation}
The stiffness is half the Hartree value. In the Hartree energy each electron is also repelled by its own density, and exchange removes that part. Minimizing $(\tau+\lambda K)\bar m^2+gq\bar m$ gives $-g^2q^2/[4(\tau+\lambda K)]$, whose second derivative in $q$ is the change of $U$:
\begin{equation}
U=v_{dd}-\frac{g^2}{2\tau+2\lambda K},\qquad
\lambda=1\ \text{(Hartree)},\quad \lambda=\tfrac12\ \text{(Hartree--Fock)}.
\end{equation}
The first case is (\ref{ucrpa}); the second has the correct first order in $K$. Both curvatures were tested by numerical minimization of the mean-field energies. At $K=\tau$, Hartree--Fock response gives $U=6-16/9=4.22$ eV, now $0.21$ eV too low. Removing the self-interaction thus does not suffice at this $K$: correlation in the pair, absent from the product state, also reduces the response.

\subsection{Strong repulsion in the pair}

For $K\gg\tau$, $R\simeq K+8\tau^2/K$, and the two factors become
\begin{equation}
\text{exact:}\quad\frac{2\,(8\tau^2/K)}{K\cdot2K}=\frac{8\tau^2}{K^3},\qquad
\text{RPA:}\quad\frac1{2K}.
\end{equation}
The exact pair has one electron on each orbital and can hardly be polarized. RPA keeps both electrons in a delocalized orbital and screens far too much. For small $g$ the factors cross at $K/\tau=2.11$. With the full $g=4$ eV, and $K$ varied through $v_{aa}=v_{bb}$, the results are:
\begin{center}
\begin{tabular}{cccc}
$K$ (eV) & $U_{\rm cRPA}$ (eV) & $U_{\rm ex}$ (eV) & difference (eV)\\
3 & 4.667 & 4.429 & $+0.238$\\
6 & 5.111 & 5.054 & $+0.057$\\
9 & 5.333 & 5.441 & $-0.107$\\
12 & 5.467 & 5.662 & $-0.195$
\end{tabular}
\end{center}
The sign changes between $K/\tau=2$ and $3$, in line with the small-$g$ crossing. The good agreement near it comes from two opposing errors. At $K=12$ eV the error is only $3\%$ of $U_{\rm ex}$, but the screening reduction itself is $0.53$ eV instead of $0.34$ eV.

\section{Two cells: target transitions at work}

A single $d$ orbital has no target transition. Join two cells by a hopping $-t$ between their $d$ orbitals, with $t=0.5$ eV, one $d$ electron per cell on average and no interaction between cells. The target levels $\mp t$ give one transition, of energy $2t$ and orbital product $\tfrac12(1,-1)$ on $(d_1,d_2)$. From (\ref{P}) at zero frequency,
\begin{equation}
P_d=-\frac1{2t}\begin{pmatrix}1&-1\\-1&1\end{pmatrix}.
\end{equation}
Since $P_d$ acts only on the $d$ orbitals, (\ref{identity}) closes there, and $W_r$ is $U\equiv U_{\rm cRPA}$ times the unit matrix. The even vector $(1,1)$ has $P_d=0$ and keeps $W=U$. The odd vector $(1,-1)$ has eigenvalue $-1/t$ and gets $U/(1+U/t)$. The local element is their mean:
\begin{equation}
W_{11}=\frac12\Bigl(U+\frac{Ut}{t+U}\Bigr)=\frac{4.667+0.452}{2}=2.56\ {\rm eV}.
\label{w11}
\end{equation}
For $t\gg U$ target screening vanishes and $W_{11}\to U$. For $t\to0$ the RPA predicts $W_{11}\to U/2$, since charge then moves freely between the two orbitals at mean-field level.

\subsection{Spectra}

A Hubbard dimer with interaction $U$ and hopping $t$ has a triplet at zero energy, for which the hopping amplitudes cancel, and an odd ionic singlet at $U$. The covalent singlet couples to the even ionic one by $-2t$, as in (\ref{hpair}) with $\tau\to t$ and $K\to U$. By (\ref{two}) it lies below the triplet by
\begin{equation}
J=\tfrac12\bigl(\sqrt{U^2+16t^2}-U\bigr).
\end{equation}
The exact two-cell model yields the same two quantities: the splitting $J$ and the odd charge excitation $E_c$ above the triplet.
\begin{center}
\begin{tabular}{lcc}
 & $J$ (eV) & $E_c$ (eV)\\
exact two cells & 0.191 & 4.377\\
$v_{dd}$, $t$ & 0.162 & 6.000\\
$U_{\rm cRPA}$, $t$ & 0.205 & 4.667\\
$U_{\rm ex}$, $t$ & 0.215 & 4.429\\
$U_{\rm ex}$, $St$ & 0.177 & 4.429\\
$W_{11}$, $t$ & 0.344 & 2.559
\end{tabular}
\end{center}
The factor $S$ is explained below. With $W_{11}$ the charge excitation is $42\%$ too low and $J$ is $80\%$ too high, relative to the exact values. $W_{11}$ contains the RPA response of the target transition, which belongs to the dimer itself, and the exact dimer keeps $E_c=U$ for any $t$. This row uses only the local element; $W$ also has $W_{12}=(4.667-0.452)/2=2.11$ eV, and including it would lower $E_c$ to $W_{11}-W_{12}=0.45$ eV. With $U_{\rm cRPA}$ both errors are about $7\%$. Yet the better $U_{\rm ex}$ worsens $J$, so the interaction cannot be the only quantity that downfolding changes.

\subsection{The downfolded Hamiltonian}

Let $\varphi_q$ be the pair ground state for $d$ charge $q$. The model space consists of the four $d$ configurations $\Phi_c$ with total spin projection zero, each dressed by the relaxed pairs $\varphi_{q_1}\varphi_{q_2}$. Project the four lowest exact states $\Psi_k$, taken with singlet pairs, onto it, $M_{ck}=\langle\Phi_c|\Psi_k\rangle$, and orthonormalize symmetrically:
\begin{equation}
C=M(M^TM)^{-1/2},\qquad H_{\rm eff}=C\,{\rm diag}(E_1,\dots,E_4)\,C^T .
\end{equation}
Since $C$ is orthogonal, $H_{\rm eff}$ has the four exact energies. The construction is well conditioned here: every state in the span of the $\Psi_k$ has at least $98\%$ of its weight in the model space, and the fifth level with singlet pairs lies $2.9$ eV above the fourth. A pair triplet has $m=0$ and no hopping, so it lies only $4.68$ eV above the pair ground state at $q=0$, and states with one pair triplet fall among the ionic levels. It does not mix with the model space, because no electron leaves a pair and the interaction couples only densities, so the spin of each pair is conserved. If singlet pair excitations came down among the ionic states, they would mix with them, and the separation on which a static $U$ rests would be lost.

The difference between ionic and covalent diagonal elements is $U_{\rm eff}=4.410$ eV, and the hopping is $t_{\rm eff}=0.451$ eV. There are also an exchange element $X=-0.007$ eV between the two covalent configurations and a pair hopping $Y=0.025$ eV between the ionic ones. The sign of $X$ refers to the covalent basis $d^\dagger_{1\uparrow}d^\dagger_{2\downarrow}|0\rangle$, $d^\dagger_{2\uparrow}d^\dagger_{1\downarrow}|0\rangle$, in which the triplet is the odd combination. The odd ionic state has energy $H_{\rm ionic}-Y$ and the triplet $H_{\rm cov}-X$, so
\begin{equation}
E_c=U_{\rm eff}-Y+X=4.410-0.025-0.007\simeq4.377\ {\rm eV},
\end{equation}
where the last digit follows from the unrounded terms.

The hopping shrinks because a moving $d$ electron changes the charges from $(0,0)$ to $(1,-1)$, and both pairs must readjust. To leading order in $t$,
\begin{equation}
t_{\rm eff}=St,\qquad S=\langle\varphi_1|\varphi_0\rangle\langle\varphi_{-1}|\varphi_0\rangle=0.903,
\end{equation}
which gives $0.451$ eV. The limits $t_{\rm eff}/t\to S$ and $U_{\rm eff}\to U_{\rm ex}$ were tested at $t=0.02$ eV.

The pairs need not arrive relaxed, however. The covalent singlet reaches each of the two ionic configurations with amplitude $-\sqrt2\,t$ times a pair overlap. Let $w_m$ be the squared overlap with the pair state $m$, which lies $\varepsilon_m$ above the relaxed one. Second-order perturbation theory, with the triplet unshifted, gives
\begin{equation}
J\simeq2\,(\sqrt2\,t)^2\sum_m\frac{w_m}{U_{\rm ex}+\varepsilon_m}
=4t^2\sum_m\frac{w_m}{U_{\rm ex}+\varepsilon_m}.
\label{J}
\end{equation}
The relaxed term, with $w_0=S^2$, contributes $4(0.25)(0.815)/4.429=0.184$ eV. Excited pairs add $0.015$ eV, for a total of $0.199$ eV; the exact $0.191$ eV includes higher orders in $t$.

Equation (\ref{J}) accounts for the pattern in the table. Bare $t$ with $U_{\rm ex}$ amounts to setting every $\varepsilon_m=0$, because $\sum_mw_m=1$, and so overestimates $J$. The reduced hopping alone drops the excited pairs and underestimates it. The value from $U_{\rm cRPA}$ with bare $t$ lies closer than that from $U_{\rm ex}$ with bare $t$ because an interaction that is too large offsets part of the missing hopping reduction. A good $J$ is therefore no proof of a good $U$; in this model the charge excitation is the more direct check. All values quoted appear in the numerical output or follow by arithmetic from it or from the formulas given. They refer to this model, which has no hopping between $d$ and its screening orbitals and no interaction between cells, so the size of the errors does not carry over to a real material.

\section*{Numbers as computed}
\begin{verbatim}
v_dd, v_da, v_db = 6.0, 5.0, 1.0 eV
v_aa = v_bb, v_ab = 6.0, 3.0 eV
tau, t = 3.0, 0.5 eV;  g, K = 4.0, 3.0 eV
identity, largest deviation below 1e-9 eV: True
wrong matrix order, largest deviation = 2.477 eV
cRPA static U = 4.6667 eV = 0.17150 hartree
exact cell U = 4.4290 eV = 0.16276 hartree
cRPA minus exact = 0.2377 eV
U from exact linear response = 4.4229 eV
U from Hartree-Fock response = 4.2222 eV
fully screened W_11 = 2.5591 eV
bare pair gap, pole of U = 6.0000, 8.4853 eV
cell energy E(N_d=0) = -2.4702 eV
cell energy E(N_d=1) = -4.6847 eV
cell energy E(N_d=2) = -2.4702 eV
Sweep: K, cRPA U, exact U, difference (eV)
  3.0  4.6667  4.4290  +0.2377
  6.0  5.1111  5.0538  +0.0573
  9.0  5.3333  5.4407  -0.1073
  12.0  5.4667  5.6618  -0.1952
small-g crossing at K/tau = 2.112
Two-cell exact downfolding:
  U_eff = 4.4096 eV, t_eff = 0.4508 eV
  exchange term = -0.0074 eV, pair hopping = 0.0248 eV
  pair overlap factor = 0.9028, t*overlap = 0.4514 eV
  smallest model-space weight = 0.9841
  gap to fifth state = 2.8911 eV
  second-order J = 0.1987 eV
  part from relaxed pairs = 0.1840 eV
Spectrum: J, charge excitation (eV)
  exact two cells: 0.1909, 4.3774
  bare v_dd, t: 0.1623, 6.0000
  cRPA U, t: 0.2053, 4.6667
  exact cell U, t: 0.2153, 4.4290
  exact cell U, t*overlap: 0.1770, 4.4290
  full W_11, t: 0.3444, 2.5591
\end{verbatim}
